# Ion Flux to a Vertical Sidewall in Directional Etching

A feature-scale calculation of a directional etch step needs a decision about the sidewalls: may their ion flux be set to zero, or must it be included, and with what value? A small flux matters if the step is repeated over many cycles, or if a thin sidewall layer has to survive. For ions that cross the sheath without collisions and feel no sideways force, the flux on an unshadowed vertical wall, relative to that on an open horizontal surface, is \(\sqrt{kT/(4\pi E)}\). Here \(T\) is the transverse ion temperature and \(E\) the vertical ion energy at the wafer. This section derives the ratio, defines "unshadowed", and sizes the effects that change it.

## Assumptions and the main result

Let \(z\) point down towards the wafer and \(x\) horizontally into the wall. Singly charged ions of mass \(m\) enter the sheath in a steady stream that is uniform in the horizontal directions. Four assumptions define the model.

- The sheath field is vertical, the feature is much smaller than the sheath thickness, and the walls exert no force on the ions.
- At the sheath edge \(v_x\) has a Maxwellian distribution of temperature \(T\), independent of \(v_z\).
- All ions reach the wafer with the same vertical energy \(E\), which includes the drift energy they had on entering the sheath.
- First impacts alone are counted.

A vertical field exerts no force along \(x\), so each ion keeps its \(v_x\), and the distribution at the wafer is still

\[
f(v_x)=\sqrt{\frac{m}{2\pi kT}}\;e^{-mv_x^2/2kT}. \tag{1}
\]

The vertical speed grows to \(v_z=\sqrt{2E/m}\). No ions are created or lost, so the vertical flux is the same at every height. With \(n\) the ion density at the wafer, a horizontal surface receives

\[
\Gamma=n\,v_z=n\sqrt{\frac{2E}{m}} . \tag{2}
\]

A vertical wall is struck by ions with \(v_x>0\). It absorbs them, so the ions that would have returned with \(v_x<0\) are missing near it. The approaching half of the distribution is unaffected, provided that the backward path of each approaching ion meets no obstacle. This is what "unshadowed" means. The wall flux is then

\[
\Gamma_{\rm w}=n\int_0^\infty v_x f(v_x)\,dv_x
=n\sqrt{\frac{m}{2\pi kT}}\;\frac{kT}{m}
=n\sqrt{\frac{kT}{2\pi m}}, \tag{3}
\]

where \(\int_0^\infty v\,e^{-mv^2/2kT}dv=kT/m\). Dividing (3) by (2) cancels the density and the mass:

\[
r\equiv\frac{\Gamma_{\rm w}}{\Gamma}
=\sqrt{\frac{kT}{2\pi m}}\sqrt{\frac{m}{2E}}
=\sqrt{\frac{kT}{4\pi E}} . \tag{4}
\]

Acceleration does not slow the sideways motion. It lowers the density, because the same flux is carried by faster ions, and the wall flux falls with the density.

For a single sharp value of \(E\), nothing in this derivation required \(E\gg kT\). That condition enters when \(E\) is taken to be the sheath drop alone and the entry energies are spread, as treated below.

## The same result from rays

Near the wafer an ion moves along a straight line of slope \(\tau=v_x/v_z\). By (1), \(\tau\) is Gaussian with variance

\[
s^2=\frac{kT/m}{2E/m}=\frac{kT}{2E}. \tag{5}
\]

An ion that passes the level of the wall top at distance \(d\) from the wall strikes it at depth \(d/\tau\), if \(\tau>0\). It lands above depth \(z\) if \(d<\tau z\). Per unit length of wall, the number landing above \(z\) in unit time is therefore \(\Gamma\langle\tau_+\rangle z\), where \(\tau_+\) is \(\tau\) when positive and zero otherwise. The derivative with respect to \(z\) is the wall flux:

\[
r=\langle\tau_+\rangle=\int_0^\infty\frac{\tau\,e^{-\tau^2/2s^2}}{s\sqrt{2\pi}}\,d\tau
=\frac{s}{\sqrt{2\pi}} . \tag{6}
\]

Inserting (5) returns (4). The flux does not depend on depth.

The energy of the motion normal to the wall, averaged over the ions that hit it, follows with \(u=mv_x^2/2kT\), for which \(v_x\,dv_x=(kT/m)\,du\):

\[
\Big\langle \tfrac12 mv_x^2\Big\rangle_{\rm w}
=kT\,\frac{\int_0^\infty u\,e^{-u}du}{\int_0^\infty e^{-u}du}=kT . \tag{7}
\]

The ions still carry the vertical energy \(E\), but they arrive at grazing incidence. Equation (4) is a ratio of arrival rates. A ratio of etch rates also needs the yield at grazing incidence.

## A worked case

Take an argon-ion step of plasma atomic layer etching with \(E=50\) eV and \(T=1000\) K, so that \(kT=0.08617\) eV and \(E/kT=580.2\). Then

\[
r=\frac{1}{\sqrt{4\pi\times580.2}}=0.0117 . \tag{8}
\]

Without sideways forces the wall receives 1.2 % of the floor flux, so about 85 equal steps give it the ion dose that an open floor receives in one. The slope width is \(s=0.0294\), or 1.68°.

For the absolute rates, let the sheath-edge density be \(n_s=3\times10^{10}\) cm⁻³ and the electron temperature \(kT_e=3\) eV. The ions are assumed to enter at the Bohm speed \(\sqrt{kT_e/m}=2692\) m/s. The floor flux is \(3\times10^{10}\times2.692\times10^{5}=8.08\times10^{15}\) cm⁻² s⁻¹, and the wall flux is \(9.46\times10^{13}\) cm⁻² s⁻¹.

As a test of (4), (6) and (7), two million straight rays with random starting points and Gaussian slopes of width \(s\) were followed to the wall. They gave \(r=0.01174\), with 49.9 % of the hits in the upper half of the wall and a mean normal energy of 0.0863 eV. The sampling error of \(r\) is about 0.3 %.

At fixed \(T\), raising \(E\) to 200 eV halves the ratio to 0.00586, and lowering it to 25 eV raises it to 0.0166. The dependence is a slow one: a tenfold reduction of the wall share needs a hundredfold increase in energy.

## Spread in the vertical energy

Suppose now that the arriving flux contains a range of vertical energies \(E'\), still independent of \(v_x\). The part \(d\Gamma\) with energy \(E'\) has its own density and obeys (4) separately. Summing the parts gives

\[
r=\sqrt{\frac{kT}{4\pi}}\;\Big\langle \frac{1}{\sqrt{E'}}\Big\rangle , \tag{9}
\]

with the average taken over the arriving flux. Since \(1/\sqrt{E'}\) is convex, a spread at fixed mean energy cannot lower the ratio.

**Thermal entry.** Let ions enter a sheath of energy drop \(U\) with a half-Maxwellian vertical distribution, also of temperature \(T\). The entering flux is weighted by \(v_z e^{-mv_z^2/2kT}dv_z\), which is proportional to \(e^{-u}du\) with \(u\) the entry energy divided by \(kT\). Put \(E'=U+ukT\) and \(\varepsilon=U/kT\) in (9), and substitute \(y^2=\varepsilon+u\), \(du=2y\,dy\):

\[
r=\frac{1}{\sqrt{4\pi}}\int_0^\infty\frac{e^{-u}}{\sqrt{\varepsilon+u}}\,du
=\frac{2e^{\varepsilon}}{\sqrt{4\pi}}\int_{\sqrt\varepsilon}^\infty e^{-y^2}dy
=\tfrac12\,e^{\varepsilon}\,{\rm erfc}\sqrt{\varepsilon}. \tag{10}
\]

The last step uses \(\int_a^\infty e^{-y^2}dy=\tfrac12\sqrt\pi\,{\rm erfc}\,a\). Relative to \(1/\sqrt{4\pi\varepsilon}\), which is (4) with \(U\) in place of \(E\), this is a factor

\[
g=\sqrt{\pi\varepsilon}\;e^{\varepsilon}\,{\rm erfc}\sqrt\varepsilon
\simeq 1-\frac{1}{2\varepsilon}\qquad(\varepsilon\gg1). \tag{11}
\]

The large-\(\varepsilon\) form follows from \((1+u/\varepsilon)^{-1/2}\simeq1-u/2\varepsilon\) and \(\langle u\rangle=1\). The factor is 0.758 at \(\varepsilon=1\), 0.956 at 10 and 0.995 at 100. At \(\varepsilon=580.2\) it differs from one by 0.09 %. This is the role of the condition \(E\gg kT\).

With no sheath at all, \(\varepsilon=0\) and (10) gives \(r=\tfrac12\). This is the value for a thermal stream. If \(n\) is the density of the descending ions, their mean downward speed is \(2\sqrt{kT/2\pi m}\), while the wall receives \(n\sqrt{kT/2\pi m}\).

**Presheath energy.** At the Bohm speed the entry drift energy is \(kT_e/2=1.5\) eV, so the sheath drop in the example is \(U=48.5\) eV. Using \(U\) instead of \(E\) in (4) would raise the ratio by 1.5 %.

**Radio-frequency modulation.** Let \(E'=E+h\cos\theta\), with the phase \(\theta\) uniform over the arriving flux. Expanding (9) to second order, where \(\langle\cos\theta\rangle=0\) and \(\langle\cos^2\theta\rangle=\tfrac12\), gives

\[
\Big\langle\Big(1+\frac hE\cos\theta\Big)^{-1/2}\Big\rangle
\simeq1+\frac38\,\frac{h^2}{E^2}\cdot\frac12
=1+\frac{3h^2}{16E^2}. \tag{12}
\]

For \(h=10\) eV the increase is 0.75 % by (12) and 0.77 % by numerical integration of the full average.

## When the opposite wall casts a shadow

In a long trench of width \(w\), an ion that strikes one wall at depth \(z\) crossed the mouth at distance \(d=\tau z\) from that wall. This distance cannot exceed \(w\), so the integral in (6) stops at \(\tau=w/z\):

\[
r(z)=\int_0^{w/z}\frac{\tau\,e^{-\tau^2/2s^2}}{s\sqrt{2\pi}}\,d\tau
=\sqrt{\frac{kT}{4\pi E}}\left[1-\exp\!\left(-\frac{E}{kT}\frac{w^2}{z^2}\right)\right], \tag{13}
\]

where \(1/2s^2=E/kT\) by (5). The wall is unshadowed as long as \(z\ll w\sqrt{E/kT}\). Far below that depth the bracket tends to \(Ew^2/(kTz^2)\), and the flux falls as \(1/z^2\).

For a trench 50 nm wide and 200 nm deep, the loss at the bottom is \(e^{-580.2/16}\approx2\times10^{-16}\), which is negligible. A loss of 1 % requires \((E/kT)(w/z)^2=\ln100\), hence \(z/w=\sqrt{580.2/4.605}=11.2\), or a depth of 561 nm. Shadowing therefore does not protect the sidewalls of a trench of moderate aspect ratio from a directed ion beam.

## Walls that are not quite vertical

Tilt the wall by a small angle \(\alpha\) so that it faces the descending ions, and let \(t=\tan\alpha\). The velocity component into the wall is \(v_x\cos\alpha+v_z\sin\alpha=v_z\cos\alpha\,(\tau+t)\), and ions with \(\tau>-t\) strike it. Let \(\varphi\) be the standard normal density and \(\Phi\) its cumulative function, so that \(\tau\) has density \(G(\tau)=\varphi(\tau/s)/s\). Since \(\tau G=-s^2\,dG/d\tau\),

\[
\int_{-t}^\infty\tau G\,d\tau=s^2G(t)=s\,\varphi(t/s),\qquad
\int_{-t}^\infty G\,d\tau=\Phi(t/s). \tag{14}
\]

The flux per unit wall area, relative to \(\Gamma\), is therefore

\[
r_\alpha=\cos\alpha\left[s\,\varphi\!\left(\frac ts\right)+t\,\Phi\!\left(\frac ts\right)\right]. \tag{15}
\]

At \(t=0\), \(\varphi(0)=1/\sqrt{2\pi}\) and (6) returns. For \(t\gg s\) the result tends to \(\sin\alpha\), the projected area of the wall in a parallel beam. A negative \(\alpha\) describes an overhanging wall.

In the example a tilt of 1° towards the ions gives 0.02245, nearly twice the vertical value, and an overhang of 1° gives 0.00499. The two differ by \(\sin1^\circ=0.0175\), as (15) requires, because \(\varphi\) is even and \(\Phi(a)+\Phi(-a)=1\). Without sideways forces, a wall angle known no better than to 1° thus leaves the ion flux uncertain by about a factor of two either way.

## Charged walls

Insulating surfaces can charge and pull ions sideways. As a simple model, let a uniform field \(F\) point into the wall everywhere below the trench mouth, and leave \(v_z\) unchanged. An ion reaches depth \(z\) after the time \(z/v_z\). Its sideways displacement is

\[
\tau z+\frac12\,\frac{eF}{m}\,\frac{z^2}{v_z^2}
=\tau z+\frac{eF}{4E}\,z^2
=z\Big(\tau+\frac p2\Big),\qquad p=\frac{eFz}{2E}. \tag{16}
\]

This displacement is a convex function of depth that starts from zero. Its largest value between the mouth and depth \(z\) is therefore either zero or the value at \(z\). The number of ions that land above \(z\), per unit time and length of wall, is then \(\Gamma\) times the average of the positive part of (16). Differentiating with respect to \(z\) gives the flux. The moving lower limit \(\tau=-p/2\) adds nothing, since the displacement vanishes there. As the derivative of \(\tau z+eFz^2/4E\) is \(\tau+p\), the integrals (14) with \(t\) replaced by \(p/2\) give

\[
r_F=\int_{-p/2}^\infty(\tau+p)\,G\,d\tau
=s\,\varphi\!\left(\frac{p}{2s}\right)+p\,\Phi\!\left(\frac{p}{2s}\right). \tag{17}
\]

For \(p\ll s\) this is \(r+p/2\). A potential difference of 0.1 V across the 50 nm trench makes \(F=0.02\) MV/cm. At the 200 nm bottom \(p=0.4\ \text{eV}/100\ \text{eV}=0.004\), and (17) gives 0.0138, an increase of 18 %. For small \(p\) the fractional increase is \(p/2r=\tfrac12\,eFz\sqrt{\pi/(E\,kT)}\). The energy \(eFz\), here 0.4 eV, must therefore be compared with \(\sqrt{E\,kT}\), here 2.1 eV, and not with \(E\) itself.

## Attraction by the image charge

Even an uncharged wall attracts an ion, because the ion polarizes it. At distance \(a\) from a flat wall of relative permittivity \(\kappa\) the potential energy is \(-A/a\), with \(A=\frac{\kappa-1}{\kappa+1}\,\frac{e^2}{16\pi\epsilon_0}\) and \(e^2/(16\pi\epsilon_0)=0.36\) eV nm. Consider an ion that passes the trench mouth at distance \(d\) with no sideways velocity. Its sideways energy at distance \(a\) is \(A(1/a-1/d)\), so its slope is \(\sqrt{(A/E)(1/a-1/d)}\), and it strikes the wall at depth

\[
z=\sqrt{\frac EA}\int_0^d\frac{da}{\sqrt{1/a-1/d}}=\frac\pi2\sqrt{\frac EA}\;d^{3/2}.
\]

For \(\kappa=3.9\), as in silica, \(A=0.21\) eV nm, and such ions land above 200 nm if they start within 4.1 nm of the wall. Thermal motion alone supplies the same stretch of wall from a strip of mean width \(rz=2.3\) nm. The attraction is therefore not a small correction here. Rays followed with thermal slopes and the attraction of both walls give a ratio of about 0.025 at 50 nm depth and 0.018 at the bottom of the example trench. If only the electrons of the wall respond in time (\(\kappa=2.1\)), the values are about 0.022 and 0.017. Nearer the mouth the ratio is higher still, about 0.04 at 10 nm depth for \(\kappa=3.9\). All these figures treat the walls as flat and endless. Since \(d/z\) falls as \(z^{-1/3}\), the effect is weaker in larger features.

## Collisions in the sheath

The collision probability depends on the sheath thickness \(L\). Neglect the electrons in the sheath, and neglect the entry energy in the ion density. Let \(W\) be the energy an ion has gained from the field at distance \(\xi L\) from the sheath edge. The ion density there is \(\Gamma\sqrt{m/2W}\), and Poisson's equation reads

\[
\frac{1}{L^2}\frac{d^2W}{d\xi^2}=\frac{e^2\Gamma}{\epsilon_0}\sqrt{\frac{m}{2W}} . \tag{18}
\]

With \(W=0\) and zero field at the edge, the solution is \(W=U\xi^{4/3}\). Its second derivative is \(\tfrac49U\xi^{-2/3}\), and the right side varies as \(\xi^{-2/3}\) too. Equating the coefficients, with \(\Gamma=n_s\sqrt{kT_e/m}\) and \(\lambda_D^2=\epsilon_0kT_e/(e^2n_s)\), gives

\[
L^2=\frac49\,\frac{\epsilon_0U}{e^2\Gamma}\sqrt{\frac{2U}{m}}
=\frac29\,\lambda_D^2\left(\frac{2U}{kT_e}\right)^{3/2}. \tag{19}
\]

Here \(\lambda_D=74\) μm and \(L=0.48\) mm, over two thousand times the trench depth. For a gas density \(n_g\) and cross section \(\sigma\), the collision probability is \(P=n_g\sigma L\) when small. At 5 mTorr and 400 K, rough cross sections of \(4\times10^{-15}\) cm² for charge exchange and \(1\times10^{-15}\) cm² for elastic scattering give 2.3 % and 0.57 %. To first order in \(P\), collisions are spread evenly over \(\xi\), and each kind changes the ratio by the fraction \(P(r_{\rm c}/r-1)\), where \(r_{\rm c}\) is the ratio for the collided ions.

**Charge exchange.** The new ion starts with the gas temperature \(T_g\) and negligible vertical energy, then gains \(U(1-\xi^{4/3})\). From (9), with \(q=\xi^{4/3}\) and \(d\xi=\tfrac34q^{-1/4}dq\),

\[
r_{\rm cx}=\sqrt{\frac{kT_g}{4\pi U}}\int_0^1\!\frac{d\xi}{\sqrt{1-\xi^{4/3}}}
=\sqrt{\frac{kT_g}{4\pi U}}\;\frac34\,B\!\left(\tfrac34,\tfrac12\right), \tag{20}
\]

where \(B\) is the beta function. The value is 0.0135, close to \(r\): the new ions are slower on arrival but colder. The ratio changes by 0.35 %.

**Elastic scattering.** Let an ion of energy \(W_c=kT_e/2+U\xi^{4/3}\) and speed \(v\) hit an atom of equal mass at rest, with isotropic scattering in the centre-of-mass frame. The new velocity is \(\tfrac v2(\hat z+\hat n)\), with \(\hat n\) a random unit vector at angle \(2\chi\) to \(\hat z\). Its length is \(v\cos\chi\) and its direction makes the angle \(\chi\) with \(\hat z\). The distribution \(\tfrac12\sin2\chi\,d(2\chi)\) equals \(\sin2\chi\,d\chi\) for \(0<\chi<\pi/2\). After the remaining acceleration the slope is

\[
\tan\theta=\frac{\sqrt{W_c}\,\sin\chi\cos\chi}{\sqrt{W_c\cos^4\chi+U(1-\xi^{4/3})}} . \tag{21}
\]

The positive part of the cosine of a random azimuth averages to \(1/\pi\), so

\[
r_{\rm el}=\frac1\pi\int_0^1\!d\xi\int_0^{\pi/2}\!\tan\theta\,\sin2\chi\,d\chi=0.111 . \tag{22}
\]

A scattered ion is over nine times as effective as an unscattered one in supplying the wall. Elastic collisions, though four times rarer than charge exchange here, raise the ratio by 4.9 %. This holds for an open wall and the electron-free sheath of (19). Electrons make the real sheath thicker, which brings the increase to some 7 to 9 %, depending on where the sheath edge is placed. Deep in a trench the rays most inclined to the vertical are shadowed, and the increase is smaller: at the bottom of the example trench, with the sheath of (19), it is only about 1 %.

## Reading the result for a real etch step

The parameters are rough typical values for an argon-ion step in a low-pressure inductively coupled reactor, and none is meant to be extreme. The least certain is \(T\), which depends on collisions in the presheath. Since \(r\propto\sqrt T\), doubling it raises the ratio by 41 %. Among the departures from the model sized here, wall tilt and image attraction have the largest effects, followed by surface charging of 0.1 V. That voltage is an assumed illustration, and the order depends on it: at the trench bottom (17) gives 0.018 for 0.3 V across the trench, 0.039 for 1 V and 0.20 for 5 V, so charging of a volt or more outweighs both tilt and image attraction there. Taken one at a time in the example, 1° of tilt moves the ratio from 0.0117 to 0.022 or 0.005, image attraction raises it to roughly 0.02 over most of the wall, and 0.1 V of charging raises it by 18 % at the trench bottom. Once image attraction is included, the other fractional changes are smaller: at the bottom, the same tilt changes the flux by a factor of 1.6 to 1.7, and the same charging by about 10 %. An energy spread of half-width 10 eV moves it by less than 1 %, as does charge exchange in the electron-free sheath of (19). A strongly modulated bias can spread the energies further: by (12), a half-width of 25 eV raises the ratio by about 5 %. Fast neutrals, ions reflected from the floor and curved fields close to the feature are not included.

For these conditions, and provided the walls charge to well below a volt, a calculation may drop the sidewall ions if a flux of a few per cent of the floor value, summed over all cycles, leaves its answer unchanged. Within a few nanometres of the mouth, image attraction to the flat wall gives more, about 0.06 at 3 nm depth for \(\kappa=3.9\). Otherwise (4) supplies the value without sideways forces. In a trench this narrow, image attraction, the wall angle and surface charging must then be considered before the finer details of the ion energy distribution. The numerical output below lists the inputs and most of the results.

## Calculated quantities

```
Ion energy E: 50 eV
Transverse temperature T: 1000 K
kT: 0.08617 eV
E/kT: 580.2
Slope width s: 0.02936
Slope width as angle: 1.681 deg
Wall/floor ratio, formula: 0.01171
Wall/floor ratio, velocity integral: 0.01171
Wall/floor ratio, traced rays: 0.01174
Share of hits in upper half of wall: 0.4993
Mean normal energy at wall, rays: 0.08633 eV
Electron temperature: 3 eV
Sheath-edge density: 3e+10 cm^-3
Bohm speed: 2692 m/s
Vertical speed at wafer: 1.554e+04 m/s
Ion density at wafer: 5.196e+09 cm^-3
Floor flux: 8.075e+15 cm^-2 s^-1
Wall flux: 9.457e+13 cm^-2 s^-1
Ratio at E = 25 eV: 0.01656
Ratio at E = 100 eV: 0.00828
Ratio at E = 200 eV: 0.00586
Entry factor g at E/kT = 1: 0.7579
Entry factor g at E/kT = 10: 0.9561
Entry factor g at E/kT = 100: 0.9951
1 - g for the example: 0.086 %
Ratio for zero sheath drop: 0.5000
Trench width: 50 nm
Trench depth: 200 nm
Shadow loss at trench bottom: 1.8e-16
Depth/width for 1 % shadow loss: 11.22
Depth for 1 % shadow loss: 561.2 nm
Sheath drop V: 48.5 eV per charge
Ratio change if V is used for E: 1.53 %
RF energy half-width: 10 eV
Ratio change from RF spread: 0.77 %
Ratio, wall tilted 1 deg to ions: 0.02245
Ratio, wall overhung by 1 deg: 0.00499
Charging voltage across width: 0.1 V
Charging field: 0.02 MV/cm
Ratio at trench bottom, charged wall: 0.01379
Ratio change from charging: 17.8 %
Gas pressure: 5 mTorr
Gas temperature: 400 K
Debye length: 74.34 um
Sheath thickness: 0.4752 mm
Charge-exchange cross section: 4e-15 cm^2
Elastic cross section: 1e-15 cm^2
Charge-exchange probability: 2.29 %
Elastic-collision probability: 0.57 %
Ratio for charge-exchange ions: 0.01352
Ratio for scattered ions: 0.1113
Ratio change from charge exchange: 0.35 %
Ratio change from elastic collisions: 4.9 %
```
